# The coupled-wave eigenproblem for transverse-electric fields in a lamellar grating layer

## Theorem

A grating layer occupies $0<z<d$. Its relative permittivity $\varepsilon(x)$ is bounded, piecewise smooth, periodic with period $\Lambda$, and independent of $y$ and $z$; its permeability is $\mu_0$. A plane wave of vacuum wavelength $\lambda$ arrives from a lossless medium of index $n_I$ at angle $\theta$ to the $z$ axis. Its wave vector lies in the $xz$ plane and its electric field points along $y$ (TE polarization). Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\varepsilon>0$. Let $k_0=\omega/c=2\pi/\lambda$ and

$$K_m=n_I\sin\theta+m\frac{\lambda}{\Lambda},\qquad \varepsilon_h=\frac1\Lambda\int_0^\Lambda\varepsilon(x)\,e^{-2\pi ihx/\Lambda}dx .$$

If the scattering problem has a unique solution, the electric field in the layer is along $y$ and is $E_y=\sum_m S_m(z)\,e^{ik_0K_mx}$, and the vector $S$ of its amplitudes obeys

$$\frac{d^2S}{d\zeta^2}=\mathsf A S,\qquad \mathsf A=\mathsf K^2-\mathsf E,\qquad \zeta=k_0z, \tag{1}$$

where $\mathsf K=\operatorname{diag}(K_m)$ and $\mathsf E_{mn}=\varepsilon_{m-n}$. Solutions of the form $S=w\,e^{\mp k_0qz}$ exist when

$$\boxed{(\mathsf K^2-\mathsf E)\,w=q^2w.} \tag{2}$$

With all integers $m$ retained, (1) is equivalent to Maxwell's equations in the layer for TE fields of this form. Retaining $|m|\le N$ gives a matrix of size $2N+1$, which is an approximation. Reflected and transmitted amplitudes require, in addition, matching to the outer media at $z=0$ and $z=d$.

## Lemma 1: reduction to one scalar equation

*The magnetic field follows from $E_y$, and $(\partial_x^2+\partial_z^2+k_0^2\varepsilon)E_y=0$. Both $E_y$ and $\partial_xE_y$ are continuous across the vertical walls.*

*Proof.* For the time factor $e^{-i\omega t}$ the curl equations are

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E .$$

Nothing depends on $y$, so these equations split into one set for $(E_y,H_x,H_z)$ and another for $(E_x,E_z,H_y)$. The incident wave excites only the first, so $\mathbf E=(0,E_y,0)$. The curl of $(0,E_y,0)$ is $(-\partial_zE_y,\,0,\,\partial_xE_y)$. Dividing by $i\omega\mu_0$ and using $1/i=-i$,

$$H_x=\frac{i}{\omega\mu_0}\partial_zE_y,\qquad H_y=0,\qquad H_z=-\frac{i}{\omega\mu_0}\partial_xE_y. \tag{3}$$

The $y$ component of the second curl equation is

$$\partial_zH_x-\partial_xH_z=-i\omega\varepsilon_0\varepsilon E_y. \tag{4}$$

Its $x$ and $z$ components read $0=0$. Inserting (3) into (4) gives

$$\frac{i}{\omega\mu_0}(\partial_z^2+\partial_x^2)E_y=-i\omega\varepsilon_0\varepsilon E_y .$$

Multiplication by $\omega\mu_0/i$, with $\omega^2\mu_0\varepsilon_0=k_0^2$, gives the scalar equation. At a wall $x=\text{const}$ the tangential components $E_y$ and $H_z$ are continuous. Since $\mu_0$ is the same on both sides, (3) makes $\partial_xE_y$ continuous as well. $\square$

The reduction needs the planar mount. If the wave vector had a $y$ component, the derivatives $\partial_y$ would not vanish and $E_y$ alone would not describe the field.

## Lemma 2: the Floquet expansion

*If the scattering problem has a unique solution, $E_y$ has the expansion stated in the theorem.*

*Proof.* The incident wave depends on $x$ through $e^{ik_0K_0x}$ with $K_0=n_I\sin\theta$. Consider the shifted field $e^{-ik_0K_0\Lambda}E_y(x+\Lambda,z)$. The structure is unchanged by the shift, and the prefactor restores the original incident wave. The shifted field therefore solves the same problem, and uniqueness gives

$$E_y(x+\Lambda,z)=e^{ik_0K_0\Lambda}E_y(x,z).$$

Hence $e^{-ik_0K_0x}E_y$ is periodic and has a Fourier series $\sum_mS_m(z)e^{2\pi imx/\Lambda}$. Because $2\pi/\Lambda=k_0\lambda/\Lambda$, the total exponent of term $m$ is $ik_0(K_0+m\lambda/\Lambda)x=ik_0K_mx$. $\square$

## Lemma 3: projection on one order

Write $\langle f\rangle=\Lambda^{-1}\int_0^\Lambda f\,dx$. *Then*

$$\langle e^{-ik_0K_mx}\,\varepsilon E_y\rangle=\sum_n\varepsilon_{m-n}S_n,\qquad \langle e^{-ik_0K_mx}\,\partial_x^2E_y\rangle=-k_0^2K_m^2S_m .$$

*Proof.* The Floquet series converges in mean square, and multiplication by the bounded function $\varepsilon$ preserves this convergence, so the projection may be taken term by term. Since $k_0(K_m-K_n)=2\pi(m-n)/\Lambda$, term $n$ contributes $S_n\langle\varepsilon\,e^{-2\pi i(m-n)x/\Lambda}\rangle=S_n\varepsilon_{m-n}$.

For the second relation, integrate by parts twice. Each integration moves one derivative onto the exponential and produces a factor $+ik_0K_m$, because $-\partial_xe^{-ik_0K_mx}=ik_0K_me^{-ik_0K_mx}$. The product of the two factors is $-k_0^2K_m^2$. The boundary terms at the ends of the period cancel, since the phase of $E_y$ compensates that of the exponential. Those at the walls cancel because $E_y$ and $\partial_xE_y$ are continuous. $\square$

The product rule was tested by quadrature for an off-centre ridge and an arbitrary trial field. That case has $\varepsilon_h\ne\varepsilon_{-h}$ and so would reveal interchanged indices.

## Proof of the theorem

Project the scalar equation of Lemma 1 on order $m$ with Lemma 3:

$$\frac{d^2S_m}{dz^2}-k_0^2K_m^2S_m+k_0^2\sum_n\varepsilon_{m-n}S_n=0 .$$

Division by $k_0^2$ gives (1). Inserting $S=w\,e^{\mp k_0qz}$ gives $d^2S/d\zeta^2=q^2S$ for either sign, hence (2). Conversely, a field whose amplitudes satisfy (1) for every $m$ satisfies the scalar equation, and (3) then supplies its magnetic field. $\square$

**Remark: the first-order system.** Boundary matching also needs $H_x$. Let $Z_0=\sqrt{\mu_0/\varepsilon_0}$, so that $\omega\mu_0=k_0Z_0$ and $\omega\varepsilon_0=k_0/Z_0$, and write $H_x=(i/Z_0)\sum_mU_me^{ik_0K_mx}$. The first relation in (3) becomes $dS/d\zeta=U$. The last one gives $H_z=Z_0^{-1}\sum_mK_mS_me^{ik_0K_mx}$. Equation (4), projected on the orders, is

$$\frac{ik_0}{Z_0}\frac{dU}{d\zeta}-\frac{ik_0}{Z_0}\mathsf K^2S=-\frac{ik_0}{Z_0}\mathsf ES,
\qquad\text{so}\qquad \frac{dU}{d\zeta}=(\mathsf K^2-\mathsf E)S .$$

If $(S,U)$ varies as $e^{p\zeta}$, then $U=pS$ and $\mathsf AS=pU=p^2S$. The eigenvalues of the double-size system are thus the pairs $\pm q$, and (2) finds them from a matrix of half the size.

When $\mathsf A$ has a full set of eigenvectors, the columns of $\mathsf W$, and no $q$ vanishes, the general solution is

$$S=\mathsf W\left[e^{-k_0\mathsf Qz}c^++e^{k_0\mathsf Q(z-d)}c^-\right],\qquad
U=\mathsf W\mathsf Q\left[-e^{-k_0\mathsf Qz}c^++e^{k_0\mathsf Q(z-d)}c^-\right],$$

with $\mathsf Q=\operatorname{diag}(q)$. For $\operatorname{Re}q\ge0$ neither exponential exceeds 1 in modulus inside the layer. If some $q=0$, its two solutions are $w$ and $zw$ instead. In a test with $N=5$ over a depth of 200 nm, the vector $S$ computed from the eigenvectors of $\mathsf A$, with the two exponentials combined into cosh and sinh, differed from that given by the matrix exponential of the first-order system by $2.5\times10^{-12}$ of the norm of $S$.

## Lemma 4: which square root

*Put $q=-i\gamma$ with $\gamma^2=-q^2$. Taking $\operatorname{Im}\gamma\ge0$, and $\gamma>0$ when $\gamma$ is real, makes $e^{-k_0qz}$ the wave that decays or carries power towards $+z$.*

*Proof.* The factor is $e^{-k_0qz}=e^{ik_0\gamma z}$, whose modulus is $e^{-k_0\operatorname{Im}\gamma\,z}$. For this wave $U=-qS=i\gamma S$, so $H_x=-\gamma E_y/Z_0$. The mean power flow along $z$ is

$$\tfrac12\operatorname{Re}(\mathbf E\times\mathbf H^*)_z=-\tfrac12\operatorname{Re}(E_yH_x^*)=\frac{\operatorname{Re}\gamma}{2Z_0}|E_y|^2 ,$$

which is positive for $\gamma>0$. $\square$

For a propagating mode $\gamma$ is the effective index. An evanescent mode of a lossless layer has $q>0$, $\gamma=iq$, and amplitude decay length $1/(k_0q)$.

With absorption, multiply (2) from the left by $w^\dagger$. Let $\phi(x)=\sum_mw_me^{ik_0K_mx}$ be the mode profile. Then $w^\dagger w=\langle|\phi|^2\rangle$ and $w^\dagger\mathsf Ew=\langle\varepsilon|\phi|^2\rangle$, while $w^\dagger\mathsf K^2w$ is real. The imaginary part is

$$\operatorname{Im}q^2=-\frac{\langle\operatorname{Im}\varepsilon\,|\phi|^2\rangle}{\langle|\phi|^2\rangle}\le0 . \tag{5}$$

If this is strictly negative, $\gamma^2$ lies in the upper half plane. The root with $\operatorname{Im}\gamma>0$ then also has $\operatorname{Re}\gamma>0$, and the two criteria agree.

**Remark: missing eigenvectors.** For real $\varepsilon$, $\varepsilon_{-h}=\varepsilon_h^*$, so $\mathsf A$ is Hermitian, every $q^2$ is real and the eigenvectors form a complete set. Absorption removes this guarantee. Even a symmetric complex matrix can lack a full set of eigenvectors: $\begin{pmatrix}1&i\\i&-1\end{pmatrix}$ is nonzero but has zero square. In such a case the truncated equation (1) is still solved by $\cosh(\sqrt{\mathsf A}\,\zeta)S(0)+\mathsf A^{-1/2}\sinh(\sqrt{\mathsf A}\,\zeta)\,U(0)$, since both functions are power series in $\mathsf A$ itself.

## Proposition: the effect of truncation

*For real $\varepsilon$, each ordered eigenvalue of the truncated problem lies at or above its limit and does not increase with $N$. For a lamellar profile the error of the lowest eigenvalue is at most of order $N^{-3}$.*

*Proof.* The eigenvalues are the min–max values of

$$R[\phi]=\frac{k_0^{-2}\langle|\partial_x\phi|^2\rangle-\langle\varepsilon|\phi|^2\rangle}{\langle|\phi|^2\rangle} .$$

Truncation restricts $\phi$ to combinations of $2N+1$ plane waves. A restriction cannot lower a min–max value, and the spaces for increasing $N$ are nested. This proves the first part.

For the rate, an exact mode satisfies $\partial_x^2\phi=-k_0^2(\varepsilon+q^2)\phi$. At a wall $\phi$ and $\partial_x\phi$ are continuous, but $\partial_x^2\phi$ jumps by $-k_0^2\phi$ times the jump of $\varepsilon$. Integrating the Fourier integral by parts, the first surviving wall term appears at the third integration, so $w_m=O(|m|^{-3})$.

Let $\phi$ be the lowest mode, $r$ the part of it with $|m|>N$, and $t=\phi-r$ the trial function. Because $(\mathsf A-q^2)w=0$, only the term quadratic in $r$ survives:

$$R[t]-q^2=\frac{\sum_{|m|>N}(K_m^2-q^2)|w_m|^2-\langle\varepsilon|r|^2\rangle}{\langle|t|^2\rangle}.$$

The leading sum is of order $\sum_{m>N}m^2m^{-6}\sim N^{-3}$; the other terms are of order $N^{-5}$. The lowest truncated eigenvalue is no greater than $R[t]$. $\square$

The continuity of the TE field is what makes the amplitudes fall so quickly. The argument does not carry over to the other polarization, where the field component normal to the walls jumps together with $\varepsilon$.

## Two limits

**Uniform layer.** If $\varepsilon$ is constant, $\mathsf E=\varepsilon\,\mathsf 1$ and $\gamma_m^2=\varepsilon-K_m^2$. Each diffraction order is then a mode by itself, with the usual plane-wave dispersion. Orders with equal $K_m^2$, such as $+m$ and $-m$ at normal incidence, share one eigenvalue, and any combination of them is also a mode.

**Short period.** Let $\Lambda/\lambda\to0$ at fixed $K_0$ and $\varepsilon$. For $m\ne0$ the diagonal element is dominated by $K_m^2\approx(m\lambda/\Lambda)^2$, and row $m$ of (2) gives $w_m\approx\varepsilon_m(\Lambda/m\lambda)^2w_0$. Row 0 reads $(K_0^2-\varepsilon_0)w_0-\sum_{m\ne0}\varepsilon_{-m}w_m=q^2w_0$, so

$$\gamma^2\approx\varepsilon_0-K_0^2+\left(\frac{\Lambda}{\lambda}\right)^2\sum_{m\ne0}\frac{\varepsilon_m\varepsilon_{-m}}{m^2}.$$

At leading order the layer acts on TE light as a uniform film whose permittivity is the average $\varepsilon_0$. For a lossless grating $\varepsilon_{-m}=\varepsilon_m^*$, so each term of the sum is $|\varepsilon_m|^2/m^2$ and the correction is positive.

## Lemma 5: a condition without Fourier series

*For a ridge (r) and a groove (g) of widths $t_r,t_g$, the eigenvalues are the roots $q^2$ of*

$$\cos\delta_r\cos\delta_g-\frac12\left(\frac{\beta_r}{\beta_g}+\frac{\beta_g}{\beta_r}\right)\sin\delta_r\sin\delta_g=\cos(k_0K_0\Lambda), \tag{6}$$

*with $\beta_j^2=\varepsilon_j+q^2$ and $\delta_j=k_0\beta_jt_j$. Where a $\beta_j$ vanishes, the left side stands for its limit.*

*Proof.* In slab $j$, $\partial_x^2\phi=-k_0^2\beta_j^2\phi$. The pair $(\phi,k_0^{-1}\partial_x\phi)$ is carried across the slab by

$$\mathsf M_j=\begin{pmatrix}\cos\delta_j&\beta_j^{-1}\sin\delta_j\\-\beta_j\sin\delta_j&\cos\delta_j\end{pmatrix},\qquad\det\mathsf M_j=1 .$$

Both entries of the pair are continuous at the walls, so one period is described by $\mathsf M_g\mathsf M_r$. The Floquet condition requires this product to have the eigenvalue $e^{ik_0K_0\Lambda}$. Its determinant is 1, so the other eigenvalue is the inverse, and the trace is $2\cos(k_0K_0\Lambda)$. Half the trace of the product is the left side of (6). $\square$

## Lemma 6: what an eigenvalue senses

*For a lossless layer and a simple eigenvalue, $-\partial q^2/\partial\varepsilon_r=F$, the fraction of $\int|\phi|^2dx$ that lies in the ridge.*

*Proof.* Differentiate (2) and multiply from the left by $w^\dagger$, with $w^\dagger w=1$. Since $w^\dagger\mathsf A=q^2w^\dagger$, the terms with $\partial w$ cancel and $\partial q^2=w^\dagger(\partial\mathsf A)w=-\langle(\partial\varepsilon)|\phi|^2\rangle$. A change of $\varepsilon_r$ alters $\varepsilon$ in the ridge alone, which leaves $-F$. $\square$

From $\gamma^2=-q^2$ it follows that $\partial\gamma/\partial\varepsilon_r=F/(2\gamma)$.

## Worked example

The parameters are round model values: $\lambda=500$ nm, $\Lambda=400$ nm, ridge width $a=160$ nm, $\varepsilon_r=6.25$, $\varepsilon_g=1$, and incidence from vacuum at $30^\circ$.

**The smallest coupled matrix.** With $\lambda/\Lambda=1.25$, the orders $-1,0,1$ have $K_m=-0.75,\ 0.5,\ 1.75$. For a ridge centred at $x=0$,

$$\varepsilon_0=0.4\times6.25+0.6\times1=3.1,\qquad \varepsilon_h=(\varepsilon_r-\varepsilon_g)\frac{\sin(\pi ha/\Lambda)}{\pi h}\quad(h\ne0),$$

so $\varepsilon_1=1.5893$ and $\varepsilon_2=0.4911$. The diagonal elements are $0.5625-3.1$, $0.25-3.1$ and $3.0625-3.1$:

$$\mathsf A=\begin{pmatrix}-2.5375&-1.5893&-0.4911\\-1.5893&-2.8500&-1.5893\\-0.4911&-1.5893&-0.0375\end{pmatrix}.$$

Its eigenvalues are $-4.7835$, $-1.3362$ and $0.6946$. Their sum, $-5.425$, equals the trace. The lowest has $w=(0.5934,0.7427,0.3101)$, and the middle row, evaluated with unrounded values, confirms it: $-0.9431-2.1168-0.4929=-3.5529=-4.7835\times0.7427$. The effective index is $\sqrt{4.7835}=2.187$.

**The converged modes.** With $N=60$ the five lowest eigenvalues agree with the roots of (6) to within $10^{-5}$.

| mode | $q^2$ | effective index or decay length |
|---|---|---|
| 1 | −5.0897 | 2.2560 |
| 2 | −2.1567 | 1.4686 |
| 3 | 0.3328 | 137.9 nm |
| 4 | 1.3959 | 67.4 nm |
| 5 | 6.0220 | 32.4 nm |

Two modes propagate. The three-order index of mode 1 is 3.1% below the converged value, in line with the upper bound on $q^2$. The leading short-period estimate, $\gamma^2\approx3.1-0.25=2.85$, is far from 5.09: at $\Lambda/\lambda=0.8$ that limit does not apply.

In the groove, modes 1 and 2 have $\beta_g^2=1+q^2<0$, so their profiles there combine a growing and a decaying exponential in $x$, one for each wall. The decay lengths of these exponentials are $1/(k_0|\beta_g|)=39$ nm and 74 nm, with $k_0=0.012566\ \text{nm}^{-1}$. The tighter decay goes with the larger ridge fraction: $F=0.929$ for mode 1 and $0.589$ for mode 2. Both fractions, obtained by integrating the profiles, agree with the slopes of the roots of (6), as Lemma 6 requires.

**Absorption.** Let $\varepsilon_r=6.25+0.5i$. Continued to a small imaginary change, Lemma 6 predicts $\operatorname{Im}q^2\approx-0.929\times0.5=-0.464$ for mode 1. The full calculation gives $q^2=-5.0880-0.4645i$, and the root of (6) followed into the complex plane agrees. The index is $2.2580+0.1028i$, so the amplitude falls by a factor $e$ in $1/(k_0\times0.1028)=774$ nm.

**Truncation and ridge width.** The error of the lowest $q^2$, meaning its excess over the root of (6), is $0.306$ at $N=1$, $2.7\times10^{-3}$ at $N=5$, $4.0\times10^{-4}$ at $N=10$ and $8.5\times10^{-7}$ at $N=80$. Between $N=20$ and $N=80$ it follows the power $-3.02$ of $N+\tfrac12$, consistent with the Proposition.

Widening the ridge by 1 nm raises the index of mode 1 by $0.00213$. An error $\Delta q^2$ lowers the index by $\Delta q^2/(2\gamma)$, which is $6.0\times10^{-4}$ at $N=5$ and $8.9\times10^{-5}$ at $N=10$. These equal the effect of a width change of about 0.28 nm and 0.04 nm. The comparison concerns this one index. The width error in a fit to measured reflectance also depends on the other modes and on the matching at both faces, so convergence must be checked on the reflectance itself. The numerical output lists the remaining values.

## Numbers as computed

```
wavelength 500 nm, period 400 nm, ridge 160 nm
eps ridge 6.25, eps groove 1.0, incidence 30 deg
k0 = 0.012566 1/nm
K_m for m=-1,0,1 (dimensionless): [-0.75  0.5   1.75]
eps_0, eps_1, eps_2 (dimensionless): [3.1      1.589336 0.491132]
3x3 matrix K^2-E (dimensionless), rows m=-1,0,1:
    -2.537500  -1.589336  -0.491132
    -1.589336  -2.850000  -1.589336
    -0.491132  -1.589336  -0.037500
3x3 eigenvalues q^2 (dimensionless): [-4.783453 -1.33615   0.694603]
3x3 lowest eigenvector (m=-1,0,1): [0.593418 0.742743 0.310141]
modes with N=60: q^2 matrix | q^2 Bloch (dimensionless)
  mode 1: -5.089717 | -5.089719 | effective index 2.25604
  mode 2: -2.156696 | -2.156702 | effective index 1.46857
  mode 3: 0.332781 | 0.332780 | amplitude decay length 137.947 nm
  mode 4: 1.395861 | 1.395858 | amplitude decay length 67.355 nm
  mode 5: 6.022035 | 6.022032 | amplitude decay length 32.428 nm
number of propagating modes: 2
error of lowest q^2 (dimensionless) by truncation N:
  N= 1: 3.063e-01
  N= 2: 2.273e-02
  N= 5: 2.722e-03
  N=10: 3.994e-04
  N=20: 5.280e-05
  N=40: 6.746e-06
  N=80: 8.513e-07
convergence power from N=20 to 80: -3.017
ridge fraction of |E_y|^2, modes 1,2: [0.92873 0.58907]
-d(q^2)/d(eps_ridge) from Bloch, modes 1,2: [0.92873 0.58907]
lossy ridge eps = 6.25 + 0.5i
  mode 1 q^2 matrix: -5.088007-0.464457j
  mode 1 q^2 Bloch : -5.088009-0.464458j
  mode 1 complex effective index: 2.258004+0.102847j
  mode 1 amplitude decay length: 773.75 nm
index shift, ridge +1 nm, matrix: 0.002133
index shift, ridge +1 nm, Bloch : 0.002133
largest scaled Maxwell residual: 1.4e-06
propagation test, depth 200 nm, relative error: 2.5e-12
```
